The Mott-Schottky relation with its thermal correction, and its use on data

Twenty-one capacitances are computed for a model zinc oxide electrode whose flat-band potential has been set to −0.400 V, and 0.5 % random noise is added. Plotted as 1/C² against electrode potential they lie along a straight line, and this line reaches zero at −0.374 V. The gap of 26 mV is about fifteen times the statistical uncertainty of the intercept, 1.7 mV. It is close to kT/e, which is 25.7 mV at the temperature of the example. The theorem below shows where it comes from.

**Setting and conventions**

The algebra is in atomic units: e = 1 and 4πε₀ = 1. T stands for the thermal energy kT, and potentials and energies share one unit. The semiconductor fills x > 0 and the electrolyte lies at x < 0. The electrode potential V is that of the semiconductor bulk, read through its back contact against a fixed reference electrode.

Let φ(x) be the electrostatic potential relative to the bulk. An electron has charge −1, so its energy is raised by u(x) = −φ(x). The surface value U = u(0) is the band bending. A more positive V lifts the bulk potential above that of the surface, so U grows and electrons are driven inward. This is depletion, U > 0. The flat-band potential V_fb is the value of V at which U = 0 and the semiconductor carries no charge.

The assumptions are these.

A1. The electrode is planar and much thicker than its charged layer. Its donors, N per volume, are uniform, fully ionized and treated as a smooth charge. The relative permittivity ε is constant.

A2. The electrons are non-degenerate and stay in equilibrium with the bulk during the measuring signal. Their density is N exp(−u/T), which equals N in the neutral bulk.

A3. Holes and surface states carry no charge.

A4. The potential drop on the electrolyte side does not change with V, so V − V_fb = U. Part (c) relaxes this.

**Theorem**

(a) Under A1 to A4 the differential capacitance per area, C = dQ/dV, obeys

1/C² = (8π/εN) [U − T + T exp(−U/T)] / [1 − exp(−U/T)]².  (1)

(b) For U ≫ T, up to exponentially small terms,

1/C² = (8π/εN)(V − V_fb − T).  (2)

(c) If a constant Helmholtz capacitance C_H per area lies in series, the depletion line keeps its slope and becomes

1/C² = (8π/εN)(V − V_fb − T) + 1/C_H².  (3)

**Lemma 1 (first integral)**

u′²/2 = (4πN/ε)[u − T + T exp(−u/T)].  (4)

Proof. The charge density is that of the donors minus that of the electrons, ρ = N[1 − exp(−u/T)]. Poisson's equation is φ″ = −4πρ/ε. With φ = −u both minus signs cancel:

u″ = (4πN/ε)[1 − exp(−u/T)].

Multiply by u′. The left side is the derivative of u′²/2. On the right, the derivative of u + T exp(−u/T) with respect to x is u′[1 − exp(−u/T)], so

d/dx (u′²/2) = (4πN/ε) d/dx [u + T exp(−u/T)].

Integrate from x to the deep bulk, where u = 0 and u′ = 0:

0 − u′²/2 = (4πN/ε){T − [u + T exp(−u/T)]}.

A change of sign gives (4).

**Lemma 2 (charge)**

With F(U) = U − T + T exp(−U/T), the charge per area satisfies

Q² = (εN/2π) F(U).  (5)

Proof. By Poisson's equation ρ = εu″/4π. Integration over the semiconductor gives

Q = (ε/4π)[u′(∞) − u′(0)] = −εu′(0)/4π.

In depletion u falls inward, u′(0) < 0, and Q is positive, as uncovered donors require. Squaring and inserting u′(0)² = (8πN/ε)F from Lemma 1,

Q² = (ε²/16π²)(8πN/ε)F = (εN/2π)F.

**Proof of (a)**

By A4, dV = dU. Differentiate (5), with F′ = 1 − exp(−U/T):

2QC = (εN/2π)F′, so C = εNF′/(4πQ).  (6)

Square this and replace Q² by (5):

C² = (ε²N²F′²/16π²) · 2π/(εNF) = (εN/8π) F′²/F.

The reciprocal is (1).

**Proof of (b), with the size of the remainder**

Write q = exp(−U/T), which is small in depletion, and use 1/(1 − q)² = 1 + 2q + …:

F/F′² = (U − T + Tq)(1 + 2q + …) = U − T + (2U − T)q + ….

Dropping the terms in q and using U = V − V_fb gives (2).

The remainder tells how far from flat band the data must start. Poisson's equation was also solved on a grid, with Q found by summing the charge and C by differencing Q, so that neither (4) nor (1) entered. At U = 6T the solution lies 0.02736 T above U − T, and the leading term (2U − T)q gives 0.02727 T. At U = 2T the solution gives 1.5185 T where the line has 1.0000 T, an excess of 52 % of the line's value. At 4T the excess is 4.4 %, and at 8T it is 0.07 %.

**The flat-band limit**

The line reaches zero at U = T, but the capacitance there is finite: the grid solution gives F/F′² = 0.9207 T. The intercept is an extrapolation from depletion. Nearer flat band, expand for small U:

F = U²/2T + …, F′ = U/T + …, so F/F′² → T/2.

Hence 1/C² → 4πT/(εN). With the Debye length defined by L_D² = εT/(4πN), this is

C → ε/(4πL_D).

The electrode then acts as a plate capacitor one Debye length thick. The grid solution gives 1.00002 times this value.

**Proof of (c)**

The Helmholtz layer carries the same charge Q and adds a drop Q/C_H:

V − V_fb = U + Q/C_H.

Differentiating with respect to Q gives 1/C = 1/C_sc + 1/C_H, where C_sc = dQ/dU is the semiconductor capacitance of part (a). Squaring,

1/C² = 1/C_sc² + 2/(C_sc C_H) + 1/C_H².

In depletion F′ = 1, and (6) gives 1/C_sc = 4πQ/(εN). The cross term is therefore (8π/εN)(Q/C_H). Adding it to 1/C_sc² = (8π/εN)(U − T) gives

(8π/εN)(U + Q/C_H − T) = (8π/εN)(V − V_fb − T),

and (3) follows. The cross term makes up for the voltage lost in the Helmholtz layer, which is why the slope survives. Setting (3) to zero gives the intercept

V₀ = V_fb + T − εN/(8πC_H²).  (7)

A case with a large shift was tested, C_H = 0.5 ε/(4πL_D), at U = 15T and 25T. The grid solution agreed with (3) to within one part in 10⁴ of 1/C².

**Proposition (what the thermal term measures)**

Let the charge density be N r(u), with r(0) = 0 and r tending to 1 fast enough in depletion. Then the T in (2) is replaced by

Δ = ∫₀^∞ [1 − r(u)] du.  (8)

Proof. The steps of Lemmas 1 and 2 give Q² = (εN/2π)F with F = ∫₀^U r du = U − ∫₀^U (1 − r) du. For large U this tends to U − Δ, while F′ = r(U) tends to 1. Then 1/C² = (8π/εN)F/F′² gives the claim.

If the layer ended at a sharp edge, with no electrons wherever u > 0, then r = 1 and Δ = 0. The offset comes from the electrons that spread into the edge of the layer. For Boltzmann electrons 1 − r = exp(−u/T), and Δ = T.

For free electrons and fully ionized donors, Δ is also a pressure. The local density n depends on μ − u, where μ is the bulk chemical potential measured from the band edge, and dP = n dμ at fixed temperature. Hence ∫₀^∞ n du = P, the bulk electron pressure, and Δ = P/N. For an ideal classical gas P = NT.

*Weak degeneracy.* Let N_c be the effective density of states of a parabolic band and z = exp(μ/T). To second order in z,

N = N_c(z − z²/2^(3/2)), P = N_cT(z − z²/2^(5/2)).

Dividing and keeping first order,

P/(NT) = 1 + z/2^(3/2) − z/2^(5/2) = 1 + z/2^(5/2) ≈ 1 + N/(2^(5/2)N_c).

At z = 0.5 the full pressure ratio is 1.0754, and the grid solution gives an offset of 1.0754 T.

*Incomplete ionization.* Let a be the bulk ratio of neutral to ionized donors. For non-degenerate electrons this ratio is proportional to the local electron density, so it falls to a exp(−u/T) in the layer. Bulk neutrality sets the bulk electron density to N/(1 + a). With s = exp(−u/T),

1 − r = as/(1 + as) + s/(1 + a).

Since du = −T ds/s, (8) becomes

Δ = T ∫₀¹ [a/(1 + as) + 1/(1 + a)] ds = T[ln(1 + a) + 1/(1 + a)].

For a = 0.8 both this formula and the grid solution give 1.1433 T. The slope still counts all donors, because those inside the depleted layer are ionized. Both the slope and the offset Δ require the donors at the layer's edge to follow the measuring signal.

**Remark (p-type electrodes)**

Reversing the sign of every charge and potential leaves Poisson's equation unchanged. For acceptors of density N_A, (2) therefore becomes 1/C² = (8π/εN_A)[−(V − V_fb) − T], and the intercept lies at V_fb − T.

**Recovering doping and flat-band potential**

In SI units ε/4π becomes ε₀ε, N becomes the charge density eN, and T becomes the voltage kT/e. Thus 8π/(εN) = 2(4π/ε)/N becomes 2/(eε₀εN), and

1/C² = (2/eε₀εN)(V − V_fb − kT/e).  (9)

The synthetic electrode has ε = 9, N = 1.00 × 10¹⁷ cm⁻³, C_H = 20 µF/cm², V_fb = −0.400 V and a temperature of 298.15 K. Its capacitances come from the grid solution at potentials from −0.20 to 0.80 V. At the first potential V − V_fb is 0.20 V, nearly 8 kT/e, so the data start where the line is already good.

A relative error of 0.5 % in C is one of 1 % in 1/C². The standard deviation of each point is thus proportional to 1/C², and the fit weights the points accordingly. It gives a slope of 156.44 cm⁴/(µF² V) and an intercept of −0.3739 V. With eε₀ε = 1.2767 × 10⁻³¹ C F/cm and the slope written as 1.5644 × 10¹⁴ cm⁴/(F² V),

N = 2/(1.2767 × 10⁻³¹ × 1.5644 × 10¹⁴) cm⁻³ = 1.001 × 10¹⁷ cm⁻³.

The spread over repeated noise draws is 0.004 × 10¹⁷ cm⁻³. By (7), the flat-band potential is the intercept, minus kT/e, plus the Helmholtz shift of 0.016 mV:

V_fb = −0.3739 V − 0.0257 V + 0.00002 V = −0.3996 V,

with a spread of 0.0017 V. Both inputs are recovered within the noise. Leaving out kT/e would give an average error of 25.5 mV.

Without noise the fit returns −0.40012 V, which is 0.12 mV too low. The remainder in (b) accounts for the sign and the size: at the lowest potential the Helmholtz layer takes 3.3 mV and leaves a bending of 7.66 kT/e, where the remainder lifts the point by about 0.007 kT/e, or 0.18 mV along the voltage axis. This tilts the line slightly and moves its intercept to the negative side.

**The model beside a real electrode**

The parameters are rough values for n-type zinc oxide in an aqueous electrolyte in the dark. The flat-band potential of an oxide electrode depends on pH, so −0.40 V is a choice. The estimates that follow use rough effective masses of 0.28 and 0.6 electron masses, a gap of 3.3 eV and a donor depth of 0.05 eV.

Several neglected effects are small here. Degeneracy moves the intercept by 0.12 mV. Only 77 % of the donors are ionized in the bulk, yet this shifts the intercept by just 0.8 mV, provided that the donors follow the measuring signal. At the largest bending, 1.19 V, holes in equilibrium would reach a surface density of 10⁻³² N. At the lowest bending, an electron at the bulk band edge faces a tunnelling exponent of 53 if the barrier is taken as a sharp-edged parabola. By Lemma 1 the field is weaker at every u than in that parabola, so the barrier of the model is wider and its exponent larger. Tunnelling is thus negligible beside passage over the barrier, which costs only the factor exp(−7.66). That little current flows at this bending therefore rests on slow electron transfer to the electrolyte. The largest surface field is 0.22 MV/cm, below the few MV/cm (a rough figure) at which wide-gap semiconductors break down.

The smooth donor charge is less secure. The donor spacing, taken as N^(−1/3) = 21.5 nm, exceeds the Debye length of 11.3 nm over which the layer's edge is spread. The Coulomb energy at that spacing is 7.4 meV. This is an energy scale and not a computed shift, but it is larger than the statistical uncertainty of V_fb.

Surface states are the assumption whose failure moves the numbers most among the cases computed. Suppose their density is constant in energy and all of them follow the signal. They add a constant capacitance parallel to C_sc. This lowers 1/C² by the largest fraction at high V, where C_sc is smallest, so the fitted line is flatter: N comes out too large and V_fb too negative. With 10¹⁰ states per cm² and eV, noise-free data give 1.04 × 10¹⁷ cm⁻³ and −0.406 V. With 10¹¹ they give 1.50 × 10¹⁷ cm⁻³ and −0.460 V, an error in V_fb more than twice the thermal correction. These figures leave out the small potential drop caused by the charge stored in the states. They also belong to this range of potentials, because the plot is no longer straight. At 10¹¹ the curvature is several times the noise and gives warning, while at 10¹⁰ it stays hidden within the noise.

The doping also inherits errors of scale. If the true area is larger than assumed and C per area is therefore 10 % too large, N is too large by the factor 1.1², an error of 21 %. A permittivity taken 10 % too large makes N 9 % too small. The 0.4 % spread found above describes the noise alone.

Heavy doping changes the intercept in two ways. At fixed C_H and ε the Helmholtz shift grows in proportion to N, so the 0.016 mV found here would become 16 mV at 10²⁰ cm⁻³. Degeneracy also raises the thermal term: as N approaches N_c = 3.7 × 10¹⁸ cm⁻³, kT is replaced by Δ = P/N, with P the pressure of the electron gas.

This correction has a limit of its own, and 10²⁰ cm⁻³ lies beyond it. At fixed bending the thickness of a fully depleted layer falls as 1/√N. At a bending of 0.2 V this estimate gives about 1.4 nm, less than the Fermi wavelength 2π/(3π²N)^(1/3) = 4.4 nm, so the electron density would no longer follow the local potential as Δ = P/N requires. With the effective mass used above, the bulk Fermi level would also lie about 0.28 eV above the band edge. A bending of 0.2 V would then leave electrons at the surface, and those at the Fermi level would meet no barrier, so the electrode might no longer block current. The 16 mV is therefore a measure of scale and not a correction to apply. The values for the synthetic electrode are in the numerical output below.

Computed results

```
Scaled test: y=U/(kT/e); line is y-1
 y= 0.5 Poisson 0.6881 line -0.5000
 y= 1.0 Poisson 0.9207 line 0.0000
 y= 2.0 Poisson 1.5185 line 1.0000
 y= 4.0 Poisson 3.1320 line 3.0000
 y= 8.0 Poisson 7.0050 line 7.0000
 y=30.0 Poisson 29.0000 line 29.0000
Flat-band C / (eps/L_D): 1.00002
Excess over line, y=6: 0.02736, leading term 0.02727
Offset/kT Boltzmann: Poisson 1.0000, formula 1.0000
Offset/kT degenerate: Poisson 1.0754, formula 1.0754
Offset/kT part-ionized: Poisson 1.1433, formula 1.1433
Inputs: T 298.15 K, eps_r 9.0, N 1.00e+17 cm^-3
 C_H 20.0 uF/cm2, V_fb -0.400 V
 noise of C 0.5 %, points 21
kT/e 25.69 mV; Debye length 11.30 nm
Noisy data: V (V), C (uF/cm2), 1/C^2 (cm4/uF2)
  -0.20  0.19126  27.34
   0.05  0.12192  67.28
   0.30  0.09729  105.66
   0.55  0.08384  142.26
   0.80  0.07397  182.75
Fitted slope 156.44 cm4/(uF2 V)
Slope from atomic units 156.65 cm4/(uF2 V)
Fitted intercept -0.3739 V
Fitted N 1.0014e+17 +- 4.1e+14 cm^-3
Fitted V_fb -0.3996 +- 0.0017 V
Noise-free fit: N 1.0002e+17 cm^-3, V_fb -0.40012 V
Mean error without kT/e term 25.5 mV
Helmholtz shift of intercept -0.0160 mV
Rough: masses 0.28, 0.6 m_e; gap 3.3 eV
 donor depth 0.05 eV; N_c 3.68e+18 cm^-3
Degeneracy shift 0.123 mV
Ionized donors in bulk 77.3 %
Incomplete-ionization shift 0.78 mV
Largest bending 1.191 V
Equilibrium surface holes / N 9.7e-33
Largest surface field 0.217 MV/cm
Width eps/C_sc: 41.3 to 107.7 nm
Tunnelling exponent at lowest bending 53.2
Donor spacing 21.5 nm
Coulomb energy at that spacing 7.4 meV
Surface states 1e+10 /(cm2 eV):
 fitted N 1.044e+17 cm^-3, V_fb -0.406 V
Surface states 1e+11 /(cm2 eV):
 fitted N 1.497e+17 cm^-3, V_fb -0.460 V
C too large by 10 % (area): N error 21.0 %
eps_r too large by 10 %: N error -9.1 %
```
